# Depth of a nitride trap well and its missing p state

**Question**

I am modelling an electron trap in silicon nitride as a spherical square well. The trap binding energy is 1.5 eV, the well radius is 0.3 nm and the effective mass is 0.5 electron masses. I have to find the depth of the well and decide whether it also binds a p state.

I took the lowest s wave to be $\sin(kr)/r$ and made it vanish at the wall, so $ka=\pi$. That gives a kinetic energy of 8.36 eV, and adding the binding energy gives a depth of 9.86 eV. But a wall only 1.5 eV above the level can hardly force the wave function to zero. How do I get the depth properly? And how can I rule out a p state without searching for it at every energy?

**Answer**

Your doubt is justified: $ka=\pi$ belongs to an infinitely high wall. Here the wave leaks out, which lengthens its wavelength inside and lowers the kinetic energy. Matching to the decaying tail gives the depth, and a sign argument then excludes the p state at all energies at once.

**The model**

Measure energy from the conduction-band edge outside the trap. The potential is $V=-V_0$ for $r<a$ and $V=0$ for $r>a$, and the mass is $m m_e$ in both regions, with $m=0.5$. The empty trap is taken as neutral, so there is no Coulomb potential outside. I also take the 1.5 eV level to be the lowest one; this matters below.

Write the radial function as $R=u/r$ and let $C=\hbar^2/(2m_e)=0.03810$ eV nm². Then

$$-\frac{C}{m}u''+\left[\frac{C\,l(l+1)}{m r^2}+V(r)\right]u=Eu,\qquad u(0)=0 .$$

The centrifugal term is never negative, so the lowest level of all has $l=0$. For a level at $E=-E_b$ define

$$k^2=\frac{m(V_0-E_b)}{C},\quad \kappa^2=\frac{mE_b}{C},\quad x=ka,\quad y=\kappa a .$$

Adding the squares removes the binding energy:

$$x^2+y^2=\frac{mV_0a^2}{C}\equiv z_0^2 .$$

The number $z_0$ measures the strength of the well. Every bound state has $y>0$, and therefore $x<z_0$.

**The depth from the s level**

For $l=0$ the equation inside is $u''=-k^2u$, and $u(0)=0$ selects $u=A\sin kr$. Outside, $u''=\kappa^2u$, and the solution that stays finite at large $r$ is $u=Be^{-\kappa r}$. With equal masses, $u$ and $u'$ are continuous at $a$:

$$A\sin ka=Be^{-\kappa a},\qquad Ak\cos ka=-\kappa Be^{-\kappa a}.$$

Divide the second equation by the first and multiply by $a$:

$$x\cot x=-y .$$

The right side is negative, so $x$ cannot lie between 0 and $\pi/2$. The lowest state has no node inside, so $x<\pi$. That leaves $\pi/2<x<\pi$, where

$$\frac{d}{dx}(x\cot x)=\frac{\sin 2x-2x}{2\sin^2x}<0 .$$

The function falls steadily from 0 to $-\infty$ on this interval, so there is one root.

Now the numbers. With $C/m=0.07620$ eV nm²,

$$\kappa=\sqrt{\frac{1.5}{0.07620}}=4.437\ \text{nm}^{-1},\qquad y=4.437\times0.3=1.331 .$$

Solving $x\cot x=-1.331$ numerically gives $x=2.129$, well below your $\pi$. Hence $k=x/a=7.098$ nm$^{-1}$ and

$$V_0=E_b+\frac{C}{m}k^2=1.5+0.07620\times7.098^2=1.5+3.84=5.34\ \text{eV}.$$

As a test, I diagonalized the radial Hamiltonian on a grid with this depth. Its lowest s level came out at −1.500 eV.

The assumption about the lowest level is needed because $x\cot x=-y$ has further roots. The next is $x=4.974$, which gives a depth of 22.45 eV. That well also has an s level at −1.5 eV, but it is an excited one; the lowest s level lies at −16.7 eV. The binding energy alone does not fix the depth until you say which level it belongs to.

**Why there is no p state**

For $l=1$ the solution that is regular at the origin is $R\propto j_1(kr)$, and the decaying one outside is $R\propto k_1(\kappa r)$, where

$$j_1(z)=\frac{\sin z}{z^2}-\frac{\cos z}{z},\qquad k_1(z)=e^{-z}\left(\frac1z+\frac1{z^2}\right).$$

Differentiate each and collect terms, with $j_0(z)=\sin z/z$:

$$j_1'=j_0-\frac{2j_1}{z},\qquad k_1'=-\frac{e^{-z}}{z}-\frac{2k_1}{z}.$$

Continuity of $R$ and $R'$ means that $aR'/R$ is the same on both sides of the wall:

$$\frac{x j_0(x)}{j_1(x)}-2=-\frac{e^{-y}}{k_1(y)}-2 .$$

The two terms $-2$ cancel. Since $k_1(y)=e^{-y}(1+y)/y^2$, what remains is

$$\frac{x j_0(x)}{j_1(x)}=-\frac{y^2}{1+y}.$$

The right side is negative for any bound state. Look at the left side for $0<x<\pi$. There $\sin x>0$, so $j_0>0$. Also $j_1=(\sin x-x\cos x)/x^2$, whose numerator is zero at $x=0$ and has derivative $x\sin x>0$, so $j_1>0$ too. The left side is positive, and the equation has no solution.

A bound p state therefore needs $x>\pi$. But $x<z_0$, and here

$$z_0=\sqrt{\frac{5.339\times0.3^2}{0.07620}}=2.511<\pi .$$

No p state is bound, whatever energy you try.

The same equation shows where the first p state enters. Put $x=\pi+\delta$ with small $\delta$ and $y$. The left side becomes $-\pi\delta$ and the right side $-y^2$, so $\delta=y^2/\pi$. Then $z_0^2=x^2+y^2\approx\pi^2+3y^2$: a weakly bound p state exists just above $z_0=\pi$. The threshold depth is

$$V_p=\frac{C\pi^2}{ma^2}=8.36\ \text{eV}.$$

The grid calculation gives the same threshold. Your 8.36 eV was thus a meaningful energy: it is the depth needed to bind a p state, and the actual well has 64% of it.

For $l\ge2$ the Hamiltonian is the p-wave one plus a positive centrifugal term. If such a state had negative energy, its radial function would give the p-wave Hamiltonian a negative mean energy, and a p state would be bound. So these states are absent as well. A second s state needs $x>3\pi/2=4.71$, which also exceeds $z_0$. The trap has one bound level.

**How much room there is**

On the lowest s branch, $\cot x=-y/x$, and so

$$\sin x=\frac{1}{\sqrt{1+y^2/x^2}}=\frac{x}{z_0},\qquad z_0=\frac{x}{\sin x}.$$

This grows with $x$, and $x$ grows with $y$. Setting $z_0=\pi$ gives $x=2.314$ and $y=2.125$. With $E_b$ and $m$ fixed, a p state thus first appears at

$$a=\frac{2.125}{4.437\ \text{nm}^{-1}}=0.479\ \text{nm}.$$

With this constant mass, the conclusion survives a sizeable error in the radius, but the depth itself changes noticeably. With the same binding energy and mass, it is 6.7 eV for 0.25 nm and 4.5 eV for 0.35 nm.

In the opposite limit, $E_b\to0$ at fixed radius and mass, $x\to\pi/2$ and the depth tends to $V_p/4=2.09$ eV. With this radius and mass, a shallower well binds nothing.

**What this says about silicon nitride**

A trap energy of 1.5 eV is in the rough range used for charge-trap memory. The band gap of silicon nitride is roughly 5 eV, comparable with the fitted depth, and the radius is of atomic size. An effective-mass description is therefore strained, and $V_0$ is best read as a parameter that reproduces the level, not as a measured potential. Two examples with a larger mass inside the well show that it depends on the mass, with the level held at 1.5 eV and $R$ and $R'/m$ continuous at the wall:

- With a free-electron mass inside the well, the depth is 4.2 eV and the p threshold 5.5 eV.
- With a two-band mass $m[1+(E-V)/E_g]$ and a gap $E_g=5$ eV, the depth is 4.9 eV and the threshold 5.3 eV.

The p state stays unbound in both cases, but in the second the depth is already 91% of the threshold, and a radius of 0.36 nm would be enough to bind a p state. Compare each depth with the threshold of its own model, since both numbers shift.

The answer also depends on the neutrality of the empty trap. If the empty trap is positively charged, the electron also feels an attractive Coulomb tail outside the well. With a rough relative permittivity of 7, refitting the s level gives a depth of 5.1 eV. The tail binds a series of p levels, the lowest of them 0.035 eV below the band edge. This lowest level is close to the hydrogen-like 2p energy in that medium, so it belongs to the tail rather than to the short-range well. At 358 K, $k_BT=0.031$ eV, so this level is only about one thermal energy deep.

The field estimates that follow are for the neutral trap. With a Coulomb tail the field would also lower the top of the barrier, by $2\sqrt{e^2/(4\pi\varepsilon_0\varepsilon_r)\cdot eF}\approx0.29$ eV at 1 MV/cm for a permittivity of 7 (Poole–Frenkel lowering), and so shorten the escape and emission times. On the neutral trap an electric field has two effects. The first is a shift of the level. In second order,

$$\Delta E=-(eF)^2\sum_p\frac{|\langle p|z|s\rangle|^2}{E_p-E_s}.$$

With no bound p state, all $E_p$ are positive and each denominator exceeds $E_b$. The matrix elements sum to $\langle z^2\rangle=\langle r^2\rangle/3$, so $|\Delta E|<(eF)^2\langle r^2\rangle/(3E_b)$. At 5 MV/cm, $eF=0.5$ eV/nm, and with $\langle r^2\rangle=0.0857$ nm² the bound is 4.8 meV. The computed shift is −2.9 meV, negligible beside 1.5 eV.

The second effect is escape through the tilted barrier. The semiclassical exponent along the field is

$$2\int_0^{E_b/eF}\kappa\sqrt{1-\frac{eFs}{E_b}}\,ds=\frac{4\kappa E_b}{3eF},$$

which is 17.7 at 5 MV/cm and 88.7 at 1 MV/cm. With a rough attempt rate of $2.7\times10^{15}$ s$^{-1}$, the escape times come out near $10^{-8}$ s and $10^{23}$ s. For this model these times are too short. The weak-field formula for a short-range s state in three dimensions has a smaller prefactor and gives times about 7 and 40 times longer, respectively. In the stronger field the "bound" level is a short-lived resonance, so the count of bound states above refers to zero field.

Heat also empties the trap. At 358 K and zero field, $E_b/k_BT=48.6$, and a rough attempt rate of $10^{13}$ s$^{-1}$ gives an emission time of order $10^8$ s. Using the same $E_b$ for tunnelling and for heat assumes a rigid lattice. In a real trap the atoms can relax around the captured electron, and the two energies then differ. All these times are very uncertain, because the prefactors are rough and the exponents are large. A change of 10% in $E_b$ alone changes the thermal time by a factor of about 100, and the escape time at 1 MV/cm by more than $10^5$. The mass deep in the gap matters too: the two-band mass above would shorten the escape time at 1 MV/cm by a factor of about 5000. The numerical output below lists the values used here, apart from this factor, the two correction factors for the tunnelling times and the 0.36 nm radius for the two-band mass.

## Values computed for the example and the checks

```
Input: binding energy 1.5 eV, radius 0.3 nm, mass 0.5 m_e
C = hbar^2/(2 m_e) = 0.03810 eV nm^2; C/m = 0.07620 eV nm^2
kappa = 4.4368 1/nm; y = kappa a = 1.3310
x = k a = 2.1294; k = 7.0981 1/nm
Kinetic energy in well C x^2/(m a^2) = 3.839 eV
Well depth V0 = 5.339 eV; strength z0 = 2.5112
Diagonalized lowest s level at this V0 = -1.5002 eV
p threshold depth, formula = 8.356 eV
p threshold depth, diagonalization = 8.356 eV
V0 / p threshold = 0.639
x j0/j1 at x = z0: 1.420 (positive)
Lowest p energy in a 15 nm box = 0.0068 eV
Test well 12.0 eV: p binding, matching = 2.191 eV
Test well: p binding, diagonalized = 2.191 eV
Excluded branch: x = 4.9739, depth = 22.45 eV
Excluded branch: lowest s level = -16.68 eV
Critical x = 2.3137, y = 2.1251, radius = 0.479 nm
Radius 0.25 nm: depth = 6.69 eV, z0 = 2.343
Radius 0.35 nm: depth = 4.48 eV, z0 = 2.683
Core mass 1.0 m_e: depth = 4.22 eV, p threshold = 5.46 eV
Two-band mass, rough gap 5.0 eV: depth = 4.86 eV, p threshold = 5.34 eV
Two-band masses at the level: core 0.836 m_e, outside 0.350 m_e
Charged trap, rough permittivity 7.0: refitted depth = 5.08 eV
Charged trap: lowest p level = -0.0354 eV (hydrogenic 2p -0.0347 eV)
Mean square radius of s state = 0.0857 nm^2
Stark shift at 5.0 MV/cm = -2.85 meV, bound on size 4.76 meV
Tunnelling attempt rate v/(2a) = 2.7e+15 1/s (rough)
Tunnel exponent at 5.0 MV/cm = 17.7, time about 2e-08 s
Tunnel exponent at 1.0 MV/cm = 88.7, time about 1e+23 s
At 358.0 K: kT = 0.0309 eV, E_b/kT = 48.6
Thermal emission time, rough attempt rate 1e+13 1/s: about 1e+08 s
```
